What Finding No Nuclei Says About Their Density

Q: You ran an area-selective deposition, took 20 electron-microscope images of the surface that should stay bare, and found no nuclei. Why not report a nucleus density of zero?

A: Because a surface with a small, nonzero density can also give 20 empty images. Each image covers 1 µm by 1 µm, so the inspected area is A = 20 × 1 µm² = 20 µm². If the surface carried one nucleus per 1000 µm², I would expect 0.02 nuclei in that area and would usually see none. The images can exclude high densities, but not low ones. The useful question is where the exclusion begins.

Q: Then you need the probability of an empty inspection. What do you assume about the nuclei?

A: I assume that they are placed independently, with the same mean density n everywhere, and I count each one by the position of its centre. I also assume that every nucleus in the images is seen, and that the areas were chosen without regard to where the nuclei are. We can remove these assumptions later.

Let a large surface of area S carry N = nS nuclei. One nucleus misses the inspected area with probability 1 − A/S. Independence lets us multiply the N probabilities:

P(none) = (1 − A/S)^(nS)

Take the logarithm and expand it for A much smaller than S:

ln P(none) = nS ln(1 − A/S) = nS [−A/S − A²/(2S²) − …] = −nA − nA²/(2S) − …

The second term vanishes as S grows at fixed n and A, which leaves

P(none) = exp(−nA)

The shape of the inspected region has not entered, so separate images count through their total area.

Q: That is a limit on paper. Does it describe points actually scattered over 20 small squares?

A: I simulated that case. In each of 20,000 trials, 750 points were placed at random on a square of side 100 µm, a density of 0.075 µm⁻², and 20 separate fields of 1 µm² were examined. The fraction of trials with all fields empty was 0.2244. The formula gives exp(−0.075 × 20) = exp(−1.5) = 0.2231. The sampling error of the simulated fraction is about 0.003, so the two agree.

Q: How do you turn this probability into a limit on n? You know the result of the inspection, not the density.

A: I ask which densities would make the result too improbable. Choose an allowed miss probability α = 0.05. A density is rejected if it would give an empty inspection with probability below α. Since exp(−nA) falls as n rises, the rejected densities are those above a boundary n_U, where

exp(−n_U A) = α

Taking logarithms gives −n_U A = ln α, and therefore

n_U = −ln α / A = ln 20 / A = 2.996/A ≈ 3/A

I shall write L = −ln α = 2.996. Replacing L by 3 raises the bound by 0.14 percent, a slightly cautious rounding. For our images,

n_U = 2.996/(20 µm²) = 0.150 µm⁻² = 1.50 × 10⁷ cm⁻²

This is an upper bound, not an estimate of the density. The true density may be far lower.

Q: You have rejected some densities after seeing zero. Why does that deserve the name "95 percent confidence"? Had you seen two nuclei, you would have reported something else.

A: That is a fair objection: confidence belongs to a procedure, and a procedure needs an answer for every count. Let μ = nA be the expected count. The probability of k nuclei in A is binomial for a finite surface, and with N = nS it tends to the Poisson form as S grows:

p_k(μ) = exp(−μ) μ^k / k!

For each k, define the upper limit U_k on μ by

P(count ≤ k; U_k) = α

For k = 0 this is exp(−U_0) = α, so U_0 = L as before. To see that each U_k is unique, differentiate the sum. For j ≥ 1,

dp_j/dμ = −exp(−μ) μ^j/j! + exp(−μ) μ^(j−1)/(j−1)! = −p_j + p_(j−1)

and dp_0/dμ = −p_0. In the sum from j = 0 to k, neighbouring terms cancel:

dP(count ≤ k)/dμ = −p_k(μ) < 0 for μ > 0

The cumulative probability falls steadily from 1 to 0, so it crosses α once. The limits also rise with k. At μ = U_k, allowing one more nucleus gives P(count ≤ k+1) = α + p_(k+1), which exceeds α, so μ must be raised further to reach α.

Q: And how often does this procedure report a limit below the true value?

A: Fix the true μ. If μ ≤ U_0, no reported limit lies below it, and the procedure cannot fail. If μ > U_0, let m be the largest count for which U_m < μ. Because the limits rise with k, the failures are the counts 0 to m. Their total probability is

P(count ≤ m; μ) < P(count ≤ m; U_m) = α

where the inequality holds because the cumulative probability falls with μ and μ > U_m. Whatever the true density, the reported limit therefore covers it in at least 95 percent of repeated inspections. That is the meaning of the confidence level.

The same procedure tells you what to report if the images are not empty. Solving its defining equation numerically gives U_1 = 4.744 and U_2 = 6.296. One nucleus in our 20 µm² would give the bound 4.744/20 = 0.237 µm⁻².

Q: Perhaps you are being too careful. Could a cleverer procedure give a lower limit for zero nuclei?

A: Not if it assigns one fixed limit to each count and must keep 95 percent coverage at every density. (A procedure that also draws a random number can report less than L, but the same empty images would then give different limits on different occasions.) Suppose it assigned a limit u < L to an empty inspection. Choose a true μ between u and L. Each empty inspection would then give a limit below the truth, and these alone occur with probability

exp(−μ) > exp(−L) = α

For example, if u = 2.5 and μ = 2.75, the failure probability is at least exp(−2.75) = 0.064, which exceeds 0.05.

The convention matters too. I have put the whole 5 percent on one side because the question is how high the density could be. A central two-sided interval allows 2.5 percent on each side, and its upper end is −ln(0.025)/A = 3.69/A. The rule of 3/A belongs to the one-sided statement.

Q: May I now tell my manager that there is a 95 percent probability that this wafer lies below 0.150 µm⁻²?

A: Not from the confidence argument. It describes repeated inspections, whereas your sentence assigns a probability to the density of one surface. For that you need a prior distribution. If all densities n ≥ 0 are given equal prior weight, the weight after an empty inspection is proportional to exp(−nA). Normalization gives the distribution A exp(−nA), and

∫ from 0 to n_U of A exp(−nA) dn = 1 − exp(−n_U A) = 0.95

The number is the same, but it now rests on the flat prior. With a prior proportional to n^(−1/2), which favours low densities, solving the corresponding integral numerically gives the limit 1.92/A, or 0.096 µm⁻² here. The manager's sentence is acceptable if the prior is stated with it.

Q: Suppose I take ten sets of 20 images and show you the cleanest set. It is empty, so does the bound apply?

A: No. The area has then been chosen by looking at the nuclei. Let the true density sit at the bound, so that each set is empty with probability 0.05. The probability that at least one of ten independent sets is empty is

1 − (1 − 0.05)^10 = 0.401

You could show me an empty set in 40 percent of such experiments, although the calculation for one set allows 5 percent. The remedy is to report the total count in the total inspected area, using U_k for that count.

Q: You also assumed that every nucleus is seen. A nucleus born near the end of the deposition may be too small to see.

A: Then the images count visible nuclei, and the bound on all nuclei is weaker. Let each nucleus be seen independently with probability η. If k nuclei are present, all are missed with probability (1 − η)^k. Averaging over k gives

P(none seen) = Σ exp(−μ) μ^k/k! × (1 − η)^k = exp(−μ) exp[μ(1 − η)] = exp(−ημ)

Setting this equal to α gives

n_U = L/(ηA)

To estimate η, take a simple growth model. There are C = 200 deposition cycles, and a nucleus is equally likely to be born in any of them. Its radius grows by g = 0.05 nm per later cycle, and it is visible from radius r = 2.5 nm. It therefore needs r/g = 2.5/0.05 = 50 later cycles. Nuclei born in the first 150 cycles have them, and those born in the last 50 do not:

η = 1 − r/(gC) = 1 − 2.5/(0.05 × 200) = 0.75

The corrected bound is

n_U = 2.996/(0.75 × 20 µm²) = 0.200 µm⁻² = 2.00 × 10⁷ cm⁻²

The limits of the model are instructive. If all nuclei are present from the start and grow past r, then η = 1. If the film is so thin that gC < r, no single nucleus is visible, and empty images set no bound at all. If nucleation speeds up as the surface loses its protection, more births fall in the last 50 cycles and η drops below 0.75.

Q: My larger worry is independence. A pinhole in the inhibitor layer might produce several nuclei side by side.

A: That changes the bound considerably. Let the nuclei come in compact groups of c, with the groups placed independently. At nucleus density n, the group density is n/c. If a group is much smaller than an image, it is either inside or outside, apart from a few at the edges. Hence

P(none) ≈ exp(−nA/c), and n_U ≈ cL/A

For c = 3 the bound is 3 × 0.1498 = 0.449 µm⁻², with full detection. I simulated this density in 4000 trials, with each member displaced from its group centre by a random distance of standard deviation 5 nm along each axis. All 20 fields were empty in a fraction 0.049 of the trials, close to the intended 0.05.

The rule has not failed for the groups themselves: their density is still bounded by L/A. It fails when it is applied to individual nuclei that do not arrive individually.

Q: The density may also differ between the centre and the edge of the wafer. Does the formula then mean anything?

A: It still means something for the area inspected. If independent nuclei have a density n(x, y) that varies with position, the empty probabilities of small patches multiply, and their exponents add:

P(none) = exp(−∫ n dA) = exp(−n_mean A)

Here n_mean is the mean over the inspected area, and it obeys the same bound. The difficulty comes when you extend that bound to the whole wafer.

To size the difficulty, let the local density λ follow a gamma distribution with mean n and shape κ. Its standard deviation is n/√κ. For one field of area a, the average empty probability is

∫ (κ/n)^κ λ^(κ−1) exp(−κλ/n) exp(−λa) dλ / Γ(κ) = [(κ/n)/(κ/n + a)]^κ = (1 + na/κ)^(−κ)

with the integral running from 0 to ∞. If J fields lie in places with independent local densities, their probabilities multiply. Setting (1 + na/κ)^(−κJ) = α and solving for n gives

n_U = (κ/a) [α^(−1/(κJ)) − 1]

If all J fields lie in one patch, they share one value of λ. They act as a single field of area Ja, and

n_U = (κ/(Ja)) [α^(−1/κ) − 1]

Take κ = 1, so that the standard deviation equals the mean, and keep J = 20 and a = 1 µm². Spread fields give 20^(1/20) − 1 = 0.162 µm⁻², 8 percent above the simple bound. Fields in one patch give (20 − 1)/20 = 0.95 µm⁻², 6.3 times the simple bound. The imaging effort is the same in both cases. One patch may be clean by local luck. In this model more images there still lower the bound as 1/J, but only because the spread of local densities relative to their mean is taken as known, and the factor of 6.3 remains. If that spread is unknown, images of one patch set no bound on the rest of the wafer. Spread fields then give no useful bound on the wafer mean either: if a tenth of the places are dirty, 20 independent fields miss them all with probability 0.9^20 = 0.12, however high the density there. For large κ the density becomes uniform, and both formulas return to L/A.

Q: Nuclei also have a finite size. They cannot overlap, and some are cut by the image edge. Should I worry about either?

A: Not for independently placed nuclei at this density. After 200 cycles the radius is at most 0.05 × 200 = 10 nm, reached by a nucleus present from the start. To estimate exclusion, divide A into square cells of side 20 nm, each holding at most one nucleus. There are M = 20 µm²/(0.0004 µm²) = 50,000 cells. If each is occupied with probability p, then (1 − p)^M = α, so

p = 1 − exp(−L/M) ≈ (L/M)[1 − L/(2M)]

The density is p divided by the cell area, so in this cell model the relative change in the bound is −L/(2M) = −3 × 10⁻⁵. Round nuclei that can sit anywhere exclude somewhat more area, but the change is still only about 10⁻⁴. Members of a compact cluster are different: they can touch and merge as they grow. That changes how many are counted. With full detection it can change whether an image is empty only for the few clusters at an image edge. Near the visibility threshold, however, members too small to see alone can merge into a visible object anywhere in the image, which raises the visible fraction of groups somewhat.

For the edge, suppose a nucleus is counted when any part of it appears in the image. With image side s and nucleus radius R, its centre may lie in an area s² + 4sR + πR². For s = 1 µm and R = 0.01 µm this is 1.040 µm². The effective area rises by 4 percent if all nuclei have the largest radius, and by less if they are smaller. Ignoring it makes the bound slightly cautious.

Q: How does your example compare with a real process?

A: The values are round and meant to be roughly typical. Growth of 0.05 nm per cycle is in the range of common oxide processes, and 200 cycles correspond to a film of about 10 nm on the growth surface. A visible radius of 2.5 nm asks for good image contrast and should be established for the microscope and material in use. The assumption I would trust least on a real wafer is independent placement at uniform density, since particles, residues and damaged inhibitor can all localize nucleation. In the cases above, departures from it raised the bound by a factor of 3 for clusters, and for varying density by 1.08 with spread fields and 6.3 with all fields in one patch. Invisible young nuclei raised it by 1.33. These factors describe the chosen models, not a measured wafer.

Q: Suppose I need fewer than one nucleus per square centimetre. Are 20 clean images encouraging?

A: They say very little about that target, because their bound is about 15 million times higher. With independent nuclei and full detection, an empty inspection demonstrates a target density n_t if L/A ≤ n_t. The required area is

A = L/n_t = 2.996/(1 cm⁻²) = 3.0 cm²

One square centimetre contains 10⁸ µm², so this takes 3.0 × 10⁸ images of 1 µm² each. At 10 s per image, the imaging time is 3.0 × 10⁹ s, or 95 years. The target calls for a method that covers area much faster. If that method misses more small nuclei, the required area grows as 1/η.

Q: And if I could inspect 3 cm², would a surface that just meets the target pass?

A: It would pass in 5 percent of inspections, because its expected count is L and exp(−L) = 0.05. To pass with probability 0.9, the surface needs

exp(−nA) = 0.9, so nA = −ln 0.9 = 0.105

With A fixed at L/n_t, the true density must be lower than the target by the factor 2.996/0.1054 = 28.4. A surface that is merely good enough will usually show a nucleus. That would not prove that it misses the target; it would mean that this inspection had failed to demonstrate compliance. A larger area, with a permitted count above zero and the matching limit U_k, can reduce the margin needed.
